Why the same k-mesh integers in different cells are not consistent

**Q:** I want to know whether a crystal lowers its energy by a distortion that doubles its cell. My model is a simple cubic lattice with spacing a, one orbital per atom, hopping −t between nearest neighbours and one electron per atom. The distortion gives successive layers along z the on-site energies +u and −u. I take t = 0.1 Ry, u = 0.01 Ry and Fermi–Dirac smearing of width σ = 0.02 Ry. With an 8×8×8 mesh for both cells, the distorted crystal is lower by 0.598 mRy per atom. The meshes are the same, so their errors should cancel.

**A:** The integers are the same, but the meshes are not. Take one axis with N mesh points and a cell of length c. A mesh containing k = 0 consists of the wave vectors allowed in a periodic box of N cells:

exp(ikNc) = 1, so k = 2πj/(Nc), j = 0, …, N−1.

The physical content of the mesh is the box length Nc. Your primitive cell has c = a and a box of length 8a. Your doubled cell has c = 2a and a box of length 16a along z. You have compared two crystals in boxes of different size.

**Q:** The distorted crystal really does have a larger cell, though. How can I tell that the box matters, and not the distortion?

**A:** Set u = 0, so that both cells describe the same crystal. On even and odd layers, let the amplitudes be α exp(ik·r) and β exp(ik·r). The in-plane neighbours contribute

e = −2t(cos k_x a + cos k_y a),

and the two neighbours along z couple α to β:

Eα = (e + u)α − 2t cos(k_z a) β
Eβ = (e − u)β − 2t cos(k_z a) α.

A nonzero solution requires

(E − e − u)(E − e + u) = 4t² cos²(k_z a),

and the left side is (E − e)² − u², so

E = e ± √(4t² cos²(k_z a) + u²).

At u = 0 the two levels are e − 2t cos(k_z a) and e + 2t cos(k_z a). The first is the primitive-cell level at k_z. The second is the primitive-cell level at k_z + π/a, because the added π reverses the cosine. This is folding: each k of the doubled cell carries two primitive k-points.

Now count the points along z for even n. With n/2 divisions of the doubled cell,

k_z = 2πj/[(n/2)(2a)] = 2πj/(na), j = 0, …, n/2 − 1.

Adding π/a = 2π(n/2)/(na) supplies the missing values j = n/2, …, n − 1. The result is the primitive mesh with n divisions. With n divisions of the doubled cell, the spacing is 2π/(2na), and the same addition gives the primitive mesh with 2n divisions.

So 8×8×4 on the doubled cell matches 8×8×8 on the primitive cell, while your 8×8×8 on the doubled cell matches 8×8×16.

**Q:** Do equal levels guarantee equal free energies when there is smearing?

**A:** They do in this model if σ and the number of electrons per atom are also equal. For a level E, put x = (E − μ)/σ and f = 1/(1 + eˣ). Its entropy per spin is

s = −f ln f − (1 − f) ln(1 − f).

Since ln f = −x − ln(1 + e⁻ˣ) and ln(1 − f) = −ln(1 + e⁻ˣ),

s = fx + ln(1 + e⁻ˣ).

Therefore

fE − σs = fE − f(E − μ) − σ ln(1 + e⁻ˣ) = μf − σ ln(1 + e⁻ˣ).

There is one level per atom, so an average over levels, with a factor 2 for spin, gives the free energy per atom:

F = μν − 2σ⟨ln(1 + exp[(μ − E)/σ])⟩, with 2⟨f⟩ = ν.

Here ν is the number of electrons per atom. The second equation fixes μ from the levels, and the first then fixes F. Nothing else about the cell enters.

For the undistorted crystal the calculation gives, per atom:

primitive 8×8×8: F = −0.2017898 Ry
doubled 8×8×4: F = −0.2017898 Ry
doubled 8×8×8: F = −0.2021971 Ry

Your same-n comparison thus assigns an energy difference of −0.407 mRy per atom to a distortion that is absent.

**Q:** Where does that difference come from?

**A:** From the part of the sampling error that the longer box removes. In your half-filled model μ = 0 on these even meshes. For u = 0, shifting all three components of k by π/a maps the mesh onto itself and reverses E. For u ≠ 0, shifting k_x and k_y reverses e, while the ± pair supplies both signs of the root. The levels therefore come in pairs ±E, whose occupations at μ = 0 add to one.

With μ = 0, F is the average of

g(E) = −2σ ln(1 + exp(−E/σ)).

For the undistorted crystal, expand this periodic function of k over lattice vectors R:

g(E(k)) = Σ_R Ω_R exp(ik·R).

Along one axis, a vector of m lattice spacings contributes the mesh average

(1/N) Σ_j exp(2πijm/N).

This is 1 if m is a multiple of N. Otherwise it is a geometric sum whose numerator is exp(2πim) − 1 = 0. Only vectors R that join equivalent points of repeated boxes survive. The term R = 0 is the exact Brillouin-zone average, so

sampling error = Σ Ω_R over nonzero box vectors R.

For the primitive 8×8×8 mesh, this error is 0.572 mRy per atom relative to the converged average. Vectors with an odd multiple of 8a along z supply 0.407 mRy of it. A box of length 16a no longer contains those vectors, so F changes by −0.407 mRy.

**Q:** Then the rule is to use equal spacing in reciprocal space.

**A:** That is not sufficient, because the offset matters too. Keep 8×8×4 on the doubled cell, but move the mesh by half a step along z. The spacing is still 2π/(8a), and every point is displaced by k₀ = π/(8a). A term with R_z = 8ma acquires the factor

exp(ik₀R_z) = exp(iπm) = (−1)ᵐ.

The odd terms change sign instead of disappearing. The change in F is then −2 × 0.4073 = −0.815 mRy per atom, twice the mismatch you had with the same n. The factor of two holds here because μ stays at zero on both meshes.

**Q:** I would not shift one mesh deliberately. Could it happen anyway?

**A:** Yes, if the mesh is generated by the traditional Monkhorst–Pack rule, which places q points at the fractions

(2r − q − 1)/(2q), r = 1, …, q

of a reciprocal vector. For q = 6 these are odd multiples of 1/12. For q = 3 on the doubled cell they are −1/3, 0 and 1/3 of a reciprocal vector half as long, hence −1/6, 0 and 1/6 of the primitive one. Folding adds 1/2 and gives further multiples of 1/6. The two sets have no point in common, although their spacing is equal.

With 8 and 4 the rule works. The four points become ±1/16 and ±3/16 of the primitive vector, and adding 1/2 completes the eight odd multiples of 1/16. Compare the actual points, or request meshes containing k = 0 in both cells.

**Q:** My distorted crystal has u ≠ 0. Does folding still cancel the error?

**A:** It cancels the part that does not depend on u. Write F₁ for the undistorted primitive cell and F₂ for the doubled cell. Subtracting and adding F₁(8,8,16) splits your difference:

F₂(8,8,8;u) − F₁(8,8,8)
= [F₂(8,8,8;u) − F₁(8,8,16)] + [F₁(8,8,16) − F₁(8,8,8)]
= −0.191 − 0.407 = −0.598 mRy per atom.

The first bracket compares equal boxes and is the response to the distortion. The second contains no u at all.

The response starts at order u². Each k contributes g(e + r) + g(e − r), with r² = 4t² cos²(k_z a) + u². This sum is even in r and smooth for σ > 0, so it can be expanded in powers of u². Doubling u from 0.005 to 0.01 Ry multiplies the folded 8×8×8 result by 3.99, close to the leading-order factor of 4. A smaller distortion therefore makes the same-n comparison worse: the physical energy shrinks as u², while the false term stays fixed.

The sign of the response is fixed in this model. Since dg/dE = 2f, the derivative of g(e + r) + g(e − r) with respect to r is 2[f(e + r) − f(e − r)], which is negative for r > 0 because f decreases with energy, and r grows with |u|. A matched comparison therefore always gives a lowering. At equal width and filling, a positive difference can only come from a mesh mismatch. This gain is the electronic part alone. The model leaves out the cost of creating the alternating potential, for example by displacing atoms of another species. If u is linear in that displacement, the cost is also of order u², and it must be added before deciding whether a real crystal distorts.

Folding leaves the sampling error of the response itself. For small u this is mainly an error in the coefficient of u², and it must still be converged.

**Q:** What is the correct gain, and how far off was I?

**A:** A folded comparison with n = 48 gives −0.181 mRy, or −2.46 meV, per atom. Here are the differences F(distorted) − F(undistorted) in mRy per atom:

n = 4: same n −3.926, folded −0.310
n = 6: same n +0.468, folded −0.180
n = 8: same n −0.598, folded −0.200
n = 12: same n −0.252, folded −0.186
n = 24: same n −0.181, folded −0.181

Your result at n = 8 is about 3.3 times the converged gain. At n = 6 the same procedure has the wrong sign and would have told you that the distortion costs energy.

The folded result at n = 8 is wrong by about 10% of the converged gain, and at n = 4 by about 71%. The folded value at n = 6 happens to be closer than the one at n = 8, so a single good value does not show convergence. Follow the difference over several meshes.

**Q:** At n = 24 even my method works.

**A:** Yes. Cancellation is unnecessary once each energy is converged well enough for the difference you need. For a distortion as small as yours, folding reaches a useful answer sooner. For a large u the sampling error of the response itself can match the false term in size, and the gain in accuracy fades. At n = 8 folding also needs 256 k-points for the doubled cell instead of 512, before any symmetry reduction.

**Q:** Could I suppress the mismatch with more smearing?

**A:** You could, at a price. As σ → 0, g tends to 2E below the Fermi level and to zero above it, which leaves a kink at the Fermi surface. Smearing rounds the kink and weakens the long-range Fourier terms. For σ = 0.01, 0.02 and 0.04 Ry, the false difference at n = 8 is −0.869, −0.407 and −0.069 mRy per atom. The converged gain also moves, from −0.186 to −0.181 to −0.170 mRy.

The widths must be equal in the two cells. Differentiating g at fixed E, with x = E/σ, gives

dg/dσ = −2 ln(1 + e⁻ˣ) − 2fx = −2s.

The entropy is positive, so a larger width lowers F. For the undistorted crystal on a converged 48×48×48 mesh, going from 0.01 to 0.02 Ry changes F by −1.409 mRy per atom, nearly eight times the size of the gain you are looking for.

**Q:** So what should I do for a general pair of cells?

**A:** If one cell is p times the other along an axis, divide its number of mesh points along that axis by p. Match the offset and the smearing, then refine both meshes together until the energy difference is steady. If p does not divide the integer, choose another integer or converge each energy separately.

Two unrelated crystals generally have different coefficients Ω_R, so their sampling errors need not cancel, even at equal spacing. Converge each one separately. The numerical check tests the folding against direct diagonalization of finite periodic boxes.

Computed values

```
hopping t = 0.1 Ry; on-site u = 0.01 Ry; width sigma = 0.02 Ry
lattice constant a = 6.0 bohr; electrons per atom = 1
z spacing, primitive cell, n=8: 0.1309 1/bohr
z spacing, doubled cell, n=8: 0.0654 1/bohr
z spacing, doubled cell, n_z=4: 0.1309 1/bohr
k-points: 8x8x8 = 512, 8x8x4 = 256
Undistorted crystal (u=0), F per atom in Ry:
  primitive 8x8x8: -0.2017898
  doubled 8x8x4: -0.2017898
  doubled 8x8x8: -0.2021971
  primitive 48x48x48: -0.2023620
Sampling error of primitive 8x8x8, mRy per atom:
  from mesh 0.5722; from box-vector sum 0.5721
  part with odd z multiple of the box: 0.4073
False differences at u=0, n=8, mRy per atom:
  same n: -0.4073
  equal spacing, half-step z offset: -0.8146
F(distorted) - F(undistorted), mRy per atom:
  n= 4: same n   -3.9264; folded   -0.3102
  n= 6: same n    0.4679; folded   -0.1797
  n= 8: same n   -0.5984; folded   -0.1995
  n=12: same n   -0.2515; folded   -0.1859
  n=16: same n   -0.1888; folded   -0.1820
  n=24: same n   -0.1814; folded   -0.1811
  reference (n=48, folded): -0.1810
Errors against the reference, mRy per atom:
  n= 4: same n   -3.7454; folded   -0.1292
  n= 6: same n    0.6488; folded    0.0013
  n= 8: same n   -0.4174; folded   -0.0185
  n=12: same n   -0.0705; folded   -0.0049
  n=16: same n   -0.0078; folded   -0.0010
  n=24: same n   -0.0004; folded   -0.0001
Split of the same-n difference at n=8, mRy per atom:
  distortion part -0.1911; false part -0.4073
gain(u)/gain(u/2): n=8 folded 3.991; n=48 3.998
Width scan, mRy per atom (false part n=8; converged gain):
  sigma=0.01 Ry: false -0.8691; gain -0.1863
  sigma=0.02 Ry: false -0.4073; gain -0.1810
  sigma=0.04 Ry: false -0.0690; gain -0.1704
F(sigma=0.02 Ry)-F(0.01 Ry), u=0: -1.4087 mRy per atom
Main results in meV per atom:
  reference -2.46
  same n=6 6.37; folded n=6 -2.45
  same n=8 -8.14; folded n=8 -2.71
```
